\section*{Thermopower of a degenerate parabolic band with power-law scattering}

\section{What the voltmeter reads}

\textbf{Q:} I have a degenerate oxide film and its thermopower. I am told that this number reveals how the electrons scatter. But a thermopower is measured with no current flowing, and the scattering time should then drop out. Why does it not?

\textbf{A:} Its overall size does drop out. Its dependence on energy does not. Zero total current means that currents at different energies cancel, and their balance depends on which electrons are scattered least.

Take a three-dimensional isotropic band, $E=k^2/2m$, with $E$ measured from the band edge. I use atomic units, so the electron has charge $-1$, and write $\theta=k_BT$. The thermopower $S$ then comes out in units of $k_B/e$. Let a field $F$ and a temperature gradient point along $x$. An electron obeys $\dot k_x=-F$, and the steady Boltzmann equation, to first order in the gradients, is
\begin{equation}
v_x\,\partial_x f_0-F\,\partial_{k_x}f_0=-\frac{\delta f}{\tau(E)},\qquad
f_0=\frac{1}{e^{(E-\mu)/\theta}+1}.
\label{eq:boltz}
\end{equation}
Here $\mu$ is the chemical potential measured from the local band edge. Both $\mu$ and $\theta$ depend on $x$.

\textbf{Q:} Then $\tau$ may depend on $x$ too, through the temperature. Where is its gradient?

\textbf{A:} In second order. The deviation $\delta f$ is already proportional to the gradients, so a change of $\tau$ along the sample multiplies a small quantity by another one. The derivatives of $f_0$ are
\begin{align}
\partial_x f_0&=\left(-\frac{\partial f_0}{\partial E}\right)
\left[\nabla\mu+\frac{E-\mu}{\theta}\nabla\theta\right],\\
\partial_{k_x}f_0&=v_x\frac{\partial f_0}{\partial E}.
\end{align}
Inserting them in \eqref{eq:boltz} gives
\begin{equation}
\delta f=-\tau v_x\left(-\frac{\partial f_0}{\partial E}\right)
\left[F+\nabla\mu+\frac{E-\mu}{\theta}\nabla\theta\right].
\end{equation}
The electric current is $J=-2\int v_x\,\delta f\,d^3k/(2\pi)^3$, where 2 counts the spins and the minus sign is the electron charge. The two minus signs cancel. Collecting states of equal energy,
\begin{align}
J&=L_0(F+\nabla\mu)+L_1\frac{\nabla\theta}{\theta},\\
L_n&=\int_0^\infty\sigma(E)(E-\mu)^n
\left(-\frac{\partial f_0}{\partial E}\right)dE,\\
\sigma(E)&=2\int\frac{d^3k}{(2\pi)^3}\,\tau v_x^2\,\delta(E-E_k).
\label{eq:sigdef}
\end{align}

\textbf{Q:} At zero current, do you report $F/\nabla\theta$ or $(F+\nabla\mu)/\nabla\theta$?

\textbf{A:} The second. With $F=-\nabla\phi$, the electrochemical potential of an electron is $\bar\mu=\mu-\phi$, so $\nabla\bar\mu=F+\nabla\mu$. A voltmeter compares $\bar\mu$ at its two contacts and reads the voltage $V=-\bar\mu$. With the contribution of the leads removed, $S=-\nabla V/\nabla\theta$, and setting $J=0$ gives
\begin{equation}
S=\frac{F+\nabla\mu}{\nabla\theta}=-\frac{1}{\theta}\frac{L_1}{L_0}.
\label{eq:S}
\end{equation}
Since $L_0$ is the conductivity, $-\theta S=L_1/L_0$ is the mean of $E-\mu$, each energy being weighted by its share of the conductivity. If electrons above $\mu$ dominate, they drift from hot to cold, the hot end is left positive, and $S$ is negative.

The formula was tested without first reducing it to energy integrals: equation \eqref{eq:boltz} was solved for zero current on a Cartesian grid of $\mathbf k$, with finite-difference gradients of $f_0$ at fixed density. The result agreed with \eqref{eq:S} within a relative $10^{-5}$ for the four scattering laws applied below to a film at $\theta=0.025$~eV.

\section{From the scattering law to the exponent}

\textbf{Q:} Suppose $\tau=\tau_0E^r$. What is $\sigma(E)$? The scattering is only one of its factors.

\textbf{A:} There are three factors. Counting states up to energy $E$, and differentiating, gives
\begin{equation}
N(E)=\frac{k^3}{3\pi^2}=\frac{(2mE)^{3/2}}{3\pi^2},\qquad
D(E)=\frac{dN}{dE}=\frac{m(2mE)^{1/2}}{\pi^2}.
\end{equation}
The average of $v_x^2$ over directions is $v^2/3=2E/3m$. Equation \eqref{eq:sigdef} becomes
\begin{equation}
\sigma(E)=D(E)\frac{2E}{3m}\tau_0E^r
=\frac{2\sqrt{2m}}{3\pi^2}\,\tau_0E^{p},\qquad p=r+\frac32 .
\label{eq:sigma}
\end{equation}
One half of the $3/2$ comes from the density of states, and one whole power from the squared velocity. The constant $\tau_0$ may depend on temperature, since it cancels in $L_1/L_0$.

\textbf{Q:} Would a very thin film have the same $3/2$?

\textbf{A:} No. In one two-dimensional subband the density of states is constant, and $v_x^2$ still averages to something proportional to $E$, so $p=r+1$. The three-dimensional count needs a film many Fermi wavelengths $2\pi/k_F$ thick.

\section{The degenerate limit}

\textbf{Q:} In a degenerate gas the thermal window $-\partial f_0/\partial E$ is narrow and symmetric about $\mu$. Should the mean of $E-\mu$ not vanish?

\textbf{A:} It would if $\sigma$ were constant across the window. The slope of $\sigma$ tips the balance. Put $E=\mu+\theta x$. The window becomes $w(x)=e^x/(e^x+1)^2$, which is even, so its odd moments vanish. For even $n\ge2$, integration by parts with $w=-\frac{d}{dx}(e^x+1)^{-1}$ gives
\begin{align}
M_n&=2\int_0^\infty x^n w\,dx
=2n\int_0^\infty\frac{x^{n-1}}{e^x+1}dx\nonumber\\
&=2n\sum_{j=1}^\infty(-1)^{j+1}\int_0^\infty x^{n-1}e^{-jx}dx
=2\,n!\sum_{j=1}^\infty\frac{(-1)^{j+1}}{j^n}.
\end{align}
The alternating sums are $\pi^2/12$ for $n=2$ and $7\pi^4/720$ for $n=4$. Hence $M_2=\pi^2/3$ and $M_4=7\pi^4/15$, while $M_0=1$.

Extending the lower limit of $x$ from $-\mu/\theta$ to $-\infty$ costs terms of order $e^{-\mu/\theta}$, apart from powers of $\mu/\theta$. Expanding $\sigma(\mu+\theta x)$ about $\mu$,
\begin{align}
L_0&=\sigma+\frac{\pi^2}{6}\theta^2\sigma''+\dots,\label{eq:L0}\\
L_1&=\frac{\pi^2}{3}\theta^2\sigma'+\frac{7\pi^4}{90}\theta^4\sigma'''+\dots,
\label{eq:L1}
\end{align}
with all derivatives taken at $\mu$. Keeping the first term of each,
\begin{equation}
S\simeq-\frac{\pi^2}{3}\,\theta\left.\frac{d\ln\sigma}{dE}\right|_{E=\mu}.
\label{eq:mott}
\end{equation}
This is Mott's formula.

\textbf{Q:} And for the power law?

\textbf{A:} From \eqref{eq:sigma}, $d\ln\sigma/dE=p/E$. To this order $\mu$ may be replaced by $E_F$, the Fermi energy at zero temperature and the same density. In ordinary units,
\begin{equation}
S\simeq-\frac{k_B}{e}\,\frac{\pi^2}{3}\left(r+\frac32\right)\frac{k_BT}{E_F}.
\label{eq:main}
\end{equation}
The thermopower is linear in $T$, and its slope carries the exponent. Since $E_F\propto n^{2/3}/m$, at fixed $r$ the magnitude of $S$ varies as $mTn^{-2/3}$.

\textbf{Q:} The factor $r+3/2$ can vanish or turn negative. Would electrons then look like holes?

\textbf{A:} In the sign of $S$, yes. At $r=-3/2$ the faster scattering at high energy cancels the growth of $D(E)v^2$, and $\sigma$ is constant. What remains comes from the missing part of the window below the band edge. Because the complete window has zero first moment,
\begin{equation}
\int_{-\mu/\theta}^\infty xw\,dx=-\int_{-\infty}^{-\mu/\theta}xw\,dx
\simeq\left(\frac{\mu}{\theta}+1\right)e^{-\mu/\theta},
\end{equation}
so $S\simeq-(\mu/\theta+1)e^{-\mu/\theta}$. The computed zero at $\theta/E_F=0.01$ used a window cut symmetrically at $40\theta$ on each side, so it confirms the cancellation but does not resolve this remainder.

For $r<-3/2$, as long as the gas is strongly degenerate, the electrons below $\mu$ carry more of the current, and $S$ is positive. As $\theta/E_F$ grows, the missing part of the window takes over and $S$ turns negative again. At $r=-2$ and $\theta/E_F=0.01$ the quadrature gives $S=+0.0165$, and \eqref{eq:main} gives $+0.0164$. The power law cannot be continued to the band edge for every $r$, however: $L_0$ converges there only for $p>-1$, that is, $r>-5/2$.

\section{How degenerate is degenerate enough?}

\textbf{Q:} ``Leading order'' tells me nothing about my room-temperature film. How large is the error?

\textbf{A:} Keep the next terms. Let $s=\theta/\mu$. For $\sigma\propto E^p$, equations \eqref{eq:L0} and \eqref{eq:L1} give
\begin{align}
\frac{L_0}{\sigma}&=1+\frac{\pi^2}{6}p(p-1)s^2+\dots,\\
\frac{L_1}{\theta\sigma}&=\frac{\pi^2}{3}ps
\left[1+\frac{7\pi^2}{30}(p-1)(p-2)s^2+\dots\right].
\end{align}
In the quotient the two corrections subtract:
\begin{equation}
\frac{\pi^2(p-1)}{30}\bigl[7(p-2)-5p\bigr]
=\frac{\pi^2}{15}(p-1)(p-7).
\end{equation}

\textbf{Q:} That is at fixed $\mu$. My film has a fixed density.

\textbf{A:} So $\mu$ must be followed. Integrating the density by parts, $n=\int N(E)(-\partial f_0/\partial E)\,dE=N(\mu)+\frac{\pi^2}{6}\theta^2N''(\mu)+\dots$. With $N\propto E^{3/2}$ we have $N''=3N/4E^2$, hence
\begin{equation}
E_F^{3/2}=\mu^{3/2}\left[1+\frac{\pi^2}{8}s^2+\dots\right],\quad
\mu=E_F\left[1-\frac{\pi^2}{12}\left(\frac{\theta}{E_F}\right)^2+\dots\right].
\end{equation}
The prefactor $1/\mu$ in $S$ therefore adds $+\pi^2/12$ to the coefficient. With $t=\theta/E_F$,
\begin{equation}
S=-\frac{\pi^2}{3}pt\,(1+ct^2+\dots),\quad
c=\pi^2\left[\frac{(p-1)(p-7)}{15}+\frac1{12}\right].
\label{eq:c}
\end{equation}
For $r=-1/2,\,0,\,3/2$ this gives $c=0.82,\,-0.99,\,-4.44$. Coefficients extracted from quadrature at $t=0.01$ and $0.02$ agree with \eqref{eq:c} within 0.005, the tolerance of the test.

\textbf{Q:} Put in a density, then.

\textbf{A:} Take model parameters: $m=0.30$, $n=10^{-4}$~\AA$^{-3}$ and $\theta=0.025$~eV, which is about 290~K. The Fermi wave number is $k_F=(3\pi^2n)^{1/3}=0.1436$~\AA$^{-1}$, and $E_F=k_F^2/2m$ is $0.2619$~eV after conversion. Thus $t=0.025/0.2619=0.0955$. The Fermi wavelength is $2\pi/0.1436\simeq44$~\AA, and the film must be much thicker than this.

For $r=0$ the leading law gives
\begin{equation}
S\simeq-3.290\times1.5\times0.0955=-0.471 .
\end{equation}
The three cases, in units of $k_B/e$, are as follows.
\begin{center}
\begin{tabular}{cccc}
$r$ & leading & next order & full\\ \hline
$-1/2$ & $-0.314$ & $-0.316$ & $-0.316$\\
$0$ & $-0.471$ & $-0.467$ & $-0.467$\\
$3/2$ & $-0.942$ & $-0.904$ & $-0.907$
\end{tabular}
\end{center}
``Full'' means the zero-current solution of \eqref{eq:boltz} in this model, without the low-temperature expansion. With $k_B/e=86.17~\mu$V/K, the full values are $-27.3$, $-40.2$ and $-78.2~\mu$V/K. Relative to them, the magnitude from the leading law is 0.75\% too small, 1.0\% too large and 3.9\% too large. For $r=0$ the current carries on average $0.467\times0.025=0.0117$~eV above $\mu$, which is less than half of $\theta$: the window is nearly balanced.

\textbf{Q:} At $r=3/2$ even the next order misses by 0.003. Is that the band edge?

\textbf{A:} No, it is the truncated series. Here $p=3$, and the cubic can be expanded completely: $(1+sx)^3=1+3sx+3s^2x^2+s^3x^3$. Its even terms give $L_0$ and its odd terms give $L_1$, so, apart from exponentially small edge terms,
\begin{equation}
S=-\frac{3sM_2+s^3M_4}{1+3s^2M_2}
=-\pi^2s\,\frac{1+\frac{7}{15}\pi^2s^2}{1+\pi^2s^2}.
\end{equation}
The computed chemical potential is $0.2599$~eV, so $s=0.0962$ and $\pi^2s^2=0.0913$. This yields $S=-0.949\times1.0426/1.0913=-0.907$, the full value.

\textbf{Q:} What if I dilute the carriers until the gas is no longer degenerate?

\textbf{A:} Then \eqref{eq:main} fails. In the opposite limit, $-\partial f_0/\partial E\propto e^{-E/\theta}$. Integration by parts gives $\int_0^\infty E^{p+1}e^{-E/\theta}dE=(p+1)\theta\int_0^\infty E^pe^{-E/\theta}dE$ for $p>-1$, and \eqref{eq:S} becomes
\begin{equation}
S=-\left(r+\frac52-\frac{\mu}{\theta}\right),\qquad -\mu/\theta\gg1 .
\end{equation}
The exponent is now an additive constant beside the large term $-\mu/\theta$, instead of a factor.

\section{Which exponent?}

\textbf{Q:} You have treated $r$ as given. For charged donors, may I insert $3/2$?

\textbf{A:} Only if screening is very weak. Consider $N_i$ independent, singly charged centres per volume, with screened potential $V_q=4\pi/[\epsilon(q^2+q_s^2)]$ in magnitude, where $\epsilon$ is the dielectric constant and $q_s$ the screening wave number. Elastic scattering through an angle $\alpha$ removes a fraction $1-\cos\alpha$ of the forward momentum, so the golden rule in Born approximation gives
\begin{equation}
\frac1\tau=2\pi N_i\int\frac{d^3k'}{(2\pi)^3}V_q^2(1-\cos\alpha)\,\delta(E_k-E_{k'}).
\end{equation}
The radial integral yields $\int k'^2\delta(E_k-E_{k'})\,dk'=mk$, and the azimuth yields $2\pi$. With $u=1-\cos\alpha$ and $q^2=2k^2u$,
\begin{equation}
\frac1\tau=\frac{N_imk}{2\pi}\,\frac{16\pi^2}{\epsilon^2}
\int_0^2\frac{u\,du}{(2k^2u+q_s^2)^2}.
\end{equation}
Substituting $y=2k^2u/q_s^2$ and defining $b=4k^2/q_s^2$ turns the integral into
\begin{equation}
\frac1{4k^4}\int_0^b\frac{y\,dy}{(1+y)^2}=\frac{g(b)}{4k^4},\qquad
g(b)=\ln(1+b)-\frac{b}{1+b}.
\end{equation}
Therefore $1/\tau=2\pi N_im\,g(b)/(\epsilon^2k^3)$.

\textbf{Q:} This is not a power law, because $g$ depends on energy.

\textbf{A:} Mott's formula needs only the logarithmic slope at the Fermi energy. At fixed $q_s$, $b\propto E$, and $dg/db=b/(1+b)^2$. Thus
\begin{equation}
r=\frac{d\ln\tau}{d\ln E}=\frac32-\frac{d\ln g}{d\ln b}
=\frac32-\frac{b^2}{(1+b)^2g(b)} .
\label{eq:r}
\end{equation}
For short-range centres $b\to0$ and $g\to b^2/2$, so $r\to-1/2$: the rate then follows the density of states. For $b\to\infty$, $r\simeq3/2-1/(\ln b-1)$, a slow approach. At $q_s=0.001k_F$, or $b=4\times10^6$, $r$ is still 1.43.

For the same film take $\epsilon=10$ and Thomas--Fermi screening at zero temperature, $q_s^2=4\pi D(E_F)/\epsilon=4mk_F/(\pi\epsilon)$. This gives $q_s=0.1018$~\AA$^{-1}$ and $b=7.96$, hence $g=1.304$ and $r=1.5-0.605=0.895$. Then
\begin{equation}
S\simeq-3.290\times(0.895+1.5)\times0.0955=-0.752,
\end{equation}
or $-64.8~\mu$V/K. With the same $\tau(E)$, the full kinetic value is $-0.732$, or $-63.1~\mu$V/K, so the leading formula is 2.7\% too large in magnitude. This comparison tests the low-temperature expansion, not the Born approximation. The latter is safe for $k_Fa\gg1$, where $a=\epsilon/m$ is the Bohr radius of a donor. Here $a\simeq17.6$~\AA\ and $k_Fa\simeq2.5$, so for real donors $r=0.895$ is only a rough estimate: exact phase shifts for the same attractive potential give $r\approx1.07$. With this screening $b=\pi k_Fa$, so $b=4\times10^6$ would need $k_Fa\sim10^6$, and a film screened by its own carriers stays well below $r=3/2$. Thomas--Fermi screening adds an error of its own: it is the long-wavelength form, whereas scattering on the Fermi surface reaches $q=2k_F$.

\textbf{Q:} Could I get $r$ from mobilities instead, by plotting $\tau(E_F)$ for films of different density?

\textbf{A:} Not directly. Equation \eqref{eq:mott} compares electrons of different energy in one film, where all see the same $q_s$. Along your series the screening changes too: $q_s^2\propto k_F$, so $b\propto k_F\propto E_F^{1/2}$, and the subtraction in \eqref{eq:r} is halved. Even with $N_i$ held fixed, the plot would give $1.5-0.303=1.197$. Used in Mott's formula, this yields $-73.0~\mu$V/K, about 16\% larger in magnitude than the full value. If $N_i$ grows in proportion to $n\propto E_F^{3/2}$, the slope drops by another $3/2$, to about $-0.30$.

\textbf{Q:} Then, if I measure $S$, $T$ and $n$, may I solve \eqref{eq:main} for $r$?

\textbf{A:} You also need $m$, because $E_F$ contains it. A relative error in $m$ passes, to first order, into $r+3/2$ with the same size and the opposite sign. For a parabolic band, what you obtain is the local exponent at $E_F$, apart from the finite-temperature error of \eqref{eq:main}: in the screened example, the full value $S=-0.732$ would return $r=0.83$ instead of $0.895$. Different mechanisms can also share one value.

The model must also fit the film. A crystalline conduction band need not be parabolic a quarter of an electronvolt above its edge. For $E(1+\alpha E)=k^2/2m$ one has $\sigma\propto\tau\,[E(1+\alpha E)]^{3/2}/(1+2\alpha E)$. With $\alpha=0.5$~eV$^{-1}$ and the density above, a constant $\tau$ would be read from \eqref{eq:main} as $r\approx0.13$ with the band-edge mass, and as $r\approx-0.18$ with the mass $m(1+2\alpha E)$ at the Fermi level. In an amorphous oxide, $\mu$ may lie in a band tail, where neither $D(E)$ nor the velocity follows the parabolic law. Hopping has no relaxation time of the kind used here. Even in the band, the Boltzmann equation needs a mean free path $\ell$ with $k_F\ell\gg1$; the power-law examples leave $\tau_0$ free and the charged-centre example leaves $N_i$ free, so this must be checked separately for each film. Inelastic scattering couples different energies, and phonons driven by the temperature gradient can drag electrons along. Either can change $S$ without any change in $r$. The numerical output below gives the computed values with further digits.

\section*{Calculated quantities}
\begin{verbatim}
effective mass                  0.30 m_e
density                         1.0e-04 A^-3
thermal energy theta            0.0250 eV
temperature (conversion)        290.1 K
dielectric constant             10.0
Fermi wave number               0.1436 A^-1
Fermi energy                    0.2619 eV
chemical potential at theta     0.2599 eV
theta/E_F                       0.0955
window moments 2 and 4          3.28987 45.45758
theta/E_F = 0.01: r, S/S_leading, c numerical, c formula
  -2.00  1.000825     8.2242     8.2247
  -1.00  1.000296     2.9608     2.9609
  -0.50  1.000082     0.8225     0.8225
   0.00  0.999901    -0.9870    -0.9870
   1.50  0.999556    -4.4413    -4.4413
S at r=-3/2, theta/E_F=0.01     -0.0e+00 k_B/e
S at r=-2, theta/E_F=0.01       0.01646 k_B/e
k_B/e                           86.173 uV/K
r = -0.5
  S leading                     -0.3141 k_B/e
  S with next order             -0.3164 k_B/e
  S full kinetic                -0.3164 k_B/e
  leading, full (conversion)    -27.1 -27.3 uV/K
  leading/full - 1              -0.75 %
  mean carried energy E-mu      0.00791 eV
r = 0.0
  S leading                     -0.4711 k_B/e
  S with next order             -0.4669 k_B/e
  S full kinetic                -0.4666 k_B/e
  leading, full (conversion)    -40.6 -40.2 uV/K
  leading/full - 1              0.96 %
  mean carried energy E-mu      0.01167 eV
r = 1.5
  S leading                     -0.9422 k_B/e
  S with next order             -0.9041 k_B/e
  S full kinetic                -0.9071 k_B/e
  leading, full (conversion)    -81.2 -78.2 uV/K
  leading/full - 1              3.88 %
  mean carried energy E-mu      0.02268 eV
screening wave number           0.1018 A^-1
b at Fermi energy               7.957
local exponent r, fixed q_s     0.8949
exponent along density series   1.1974
r short-range, q_s=1000 k_F     -0.5000
r weak screening, q_s=0.001 k_F 1.4296
screened centres, S at theta:
  Mott, local r            -0.7522 k_B/e = -64.8 uV/K
  Mott, density-series r   -0.8472 k_B/e = -73.0 uV/K
  full kinetic             -0.7324 k_B/e = -63.1 uV/K
\end{verbatim}
